# Elliott-Yafet Spin Relaxation in the Kane Model and Its Limits, part 2

The problem is how fast spin-independent scattering relaxes the spin of conduction electrons whose band states are spin-mixed by spin-orbit coupling. The bulk Kane model used here is symmetric under inversion. It has gap $E_g$, valence spin-orbit splitting $\Delta$, momentum matrix element $P$ and Kane energy $E_P=2m_0P^2/\hbar^2$, where $m_0$ is the free-electron mass. The energy $E$ is measured from the conduction edge, where the mass $m$ is given by

$$\frac{m_0}{m}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right). \tag{12}$$

At finite energy, with $\varepsilon=E-\hbar^2k^2/2m_0$, $D_8=1/(E_g+\varepsilon)$ and $D_7=1/(E_g+\Delta+\varepsilon)$, the band obeys

$$\varepsilon=\frac{P^2k^2}{3}\,(2D_8+D_7). \tag{10}$$

Define $A=\frac{P^2}{3}\,(2D_8^2+D_7^2)$, $B=\frac{P^2}{3}\,(D_8^2-D_7^2)$, $\alpha=Ak^2$ and $\beta=Bk^2$. For $\mathbf k$ along the spin axis $z$, the weight of opposite spin in a state is

$$p_\downarrow=\frac{2}{9}\,\frac{P^2k^2(D_8-D_7)^2}{1+Ak^2}. \tag{16}$$

Near the band edge, with $\eta=\Delta/(E_g+\Delta)$,

$$\beta\simeq\frac{2}{3}\left(1-\frac{m}{m_0}\right)\frac{E}{E_g}\,F,\qquad F=\eta\,\frac{1-\eta/2}{1-\eta/3}. \tag{25}$$

In the aligned basis, the two states at each $\mathbf k$ are labelled by the spin of their s part, $\uparrow$ or $\downarrow$, along the same axis for all $\mathbf k$. A smooth elastic scatterer acts between them through the overlap

$$M(\mathbf k,\mathbf k')=a+i\mathbf b\cdot\boldsymbol\sigma,\qquad a=\frac{1+\alpha c}{1+\alpha},\qquad \mathbf b=\frac{\beta\,\hat{\mathbf k}'\times\hat{\mathbf k}}{1+\alpha}. \tag{26}$$

Here $\boldsymbol\sigma$ are the Pauli matrices, hats mark unit vectors, $\theta$ is the scattering angle and $c=\cos\theta$. $W(\theta)$ is the golden-rule scattering rate without the overlap factor, including the density of final states, and $\langle\dots\rangle'$ averages over directions of $\mathbf k'$ at fixed energy. The density matrix $\rho_{\mathbf k}=\tfrac12(f_{\mathbf k}+\mathbf s_{\mathbf k}\cdot\boldsymbol\sigma)$ obeys

$$\frac{d\rho_{\mathbf k}}{dt}=\left\langle W\,M(\mathbf k,\mathbf k')\,\rho_{\mathbf k'}\,M(\mathbf k,\mathbf k')^\dagger\right\rangle'-\frac12\left(\Gamma\rho_{\mathbf k}+\rho_{\mathbf k}\Gamma\right). \tag{27}$$

With $\Gamma=\langle W\,M(\mathbf k',\mathbf k)^\dagger M(\mathbf k',\mathbf k)\rangle'$, this separates into

$$\frac{df_{\mathbf k}}{dt}=\left\langle W(a^2+b^2)(f_{\mathbf k'}-f_{\mathbf k})\right\rangle', \tag{29}$$

$$\frac{d\mathbf s_{\mathbf k}}{dt}=\left\langle W\left[(a^2-b^2)\mathbf s_{\mathbf k'}-2a\,\mathbf b\times\mathbf s_{\mathbf k'}+2\mathbf b(\mathbf b\cdot\mathbf s_{\mathbf k'})-(a^2+b^2)\mathbf s_{\mathbf k}\right]\right\rangle'. \tag{30}$$

### The spin relaxation rate

Start from a spin polarization $\mathbf s$ that is the same in all directions of $\mathbf k$. The terms in $a^2$ cancel in (30). The term linear in $\mathbf b$ also vanishes: when $\mathbf k'$ is turned about $\mathbf k$ at fixed $\theta$, $\hat{\mathbf k}'$ averages to $c\,\hat{\mathbf k}$, whose cross product with $\hat{\mathbf k}$ is zero. What remains is $-2b^2\mathbf s+2\mathbf b(\mathbf b\cdot\mathbf s)$. For the total spin one averages over $\mathbf k$ as well, and then $b_ib_j\to b^2\delta_{ij}/3$. The coefficient is $-2+\tfrac23=-\tfrac43$, so

$$\frac{1}{\tau_s}=\frac43\,\langle W b^2\rangle. \tag{31}$$

The same number follows from counting flips. A spin along $z$ flips with probability weight $|\langle\downarrow|M|\uparrow\rangle|^2=b_x^2+b_y^2$, on average $\tfrac23b^2$. Each flip changes the difference of the two populations by two, hence the factor $\tfrac43$. Here $\tau_s$ is the decay time of the polarization, and $1/\tau_s$ is twice the flip rate.

The uniform polarization is not quite a decay mode of (30). Before the average over $\mathbf k$, the term $\mathbf b(\mathbf b\cdot\mathbf s)$ creates a part of $\mathbf s_{\mathbf k}$ that depends on direction, smaller than $\mathbf s$ by a factor of order $\beta^2$. Its effect on the total spin carries another factor $\beta^2$, since the linear term again averages to zero. The relative error of (31) is therefore of order $\beta^2$.

The choice of basis deserves a remark. Another choice of the two states at each $\mathbf k$ transforms (27) by a similarity transformation, which leaves its decay rates unchanged. In such a basis, however, the slow mode need not look uniform, and the linear term need not average out. The aligned basis makes the calculation short, but the lifetime does not depend on it.

### Comparison with momentum relaxation

The momentum relaxation time $\tau_p$ is the decay time of a distribution $f_{\mathbf k}$ proportional to a component of $\hat{\mathbf k}$. Since $\hat{\mathbf k}'$ averages to $c\,\hat{\mathbf k}$ about $\mathbf k$, (29) gives

$$\frac{1}{\tau_p}=\langle W(a^2+b^2)(1-c)\rangle. \tag{32}$$

To leading order in $E/E_g$ one sets $a=1$, drops $b^2$ here, and uses $b^2=\beta^2\sin^2\theta$ in (31). Then

$$\frac{\tau_p}{\tau_s}=\frac43\,\beta^2\,\Phi,\qquad \Phi=\frac{\langle W\sin^2\theta\rangle}{\langle W(1-\cos\theta)\rangle}. \tag{33}$$

Inserting (25), with $\tfrac43\cdot\tfrac49=\tfrac{16}{27}$, gives the Elliott-Yafet rate:

$$\frac{1}{\tau_s}=\frac{16}{27}\,\Phi\left(1-\frac{m}{m_0}\right)^2\left(\frac{E}{E_g}\right)^2F^2\,\frac{1}{\tau_p}. \tag{34}$$

It applies at a fixed energy, such as the Fermi energy of a degenerate electron gas. For a given angular law of scattering, the spin rate is proportional to the momentum rate: each collision gives the spin one chance to flip.

Because $\sin^2\theta=(1-c)(1+c)$, $\Phi$ is the average of $1+c$ with weight $W(1-c)$, and it lies between 0 and 2. Isotropic scattering has $\langle\sin^2\theta\rangle=\tfrac23$ and $\langle1-c\rangle=1$, so $\Phi=\tfrac23$ and the prefactor in (34) is $32/81$. If all scattering is through small angles, $\Phi$ approaches 2. For the sharply forward-peaked law $W\propto1/(1.001-c)^2$ it is 1.70. At the same $\tau_p$, forward scattering thus relaxes the spin faster than isotropic scattering, because the ratio of the flip weight $\sin^2\theta$ to the momentum-loss weight $1-c$ is $1+c$. It is 2 at small angles and falls to zero for backscattering, which relaxes the momentum without flipping the spin.

The leading law was tested at $E/E_g=0.001$ by diagonalizing the eight-band Hamiltonian and finding the slow spin mode of (27) for two materials and two angular laws, isotropic and $W\propto1/(2-c)^2$, with an arbitrary spin basis at each $\mathbf k$. The largest relative deviation was 0.3 percent. For the narrow-gap model the fitted powers of energy were 1.998 for $\tau_p/\tau_s$ and 0.997 for the mixing weight, which confirms that the two quantities scale differently.

For isotropic $W$ the overlap factors can be kept. Using $\langle c\rangle=\langle c^3\rangle=0$ and $\langle c^2\rangle=\tfrac13$,

$$\langle(1+\alpha c)^2(1-c)\rangle=1-\frac{2\alpha}{3}+\frac{\alpha^2}{3},\qquad \langle\sin^2\theta\,(1-c)\rangle=\frac23. \tag{35}$$

The common factor $(1+\alpha)^{-2}$ cancels between (31) and (32), and

$$\frac{\tau_p}{\tau_s}=\frac{\tfrac89\beta^2}{1-\tfrac23\alpha+\tfrac13\alpha^2+\tfrac23\beta^2}. \tag{36}$$

### A narrow gap and a wide gap

Take isotropic scattering at $E=20$ meV and two sets of round parameters. The narrow-gap model has $E_g=0.2$ eV, $\Delta=0.8$ eV and $E_P=20$ eV, roughly the size of the parameters of InSb. The wide-gap model has $E_g=1.5$ eV, $\Delta=0.3$ eV and the same $E_P$.

For the narrow gap, (12) gives $m_0/m=1+6.667\,(10+1)=74.3$, or $m/m_0=0.0135$. With $\eta=0.8$, $F=0.8\times0.6/0.7333=0.655$. The leading law (34) gives

$$\frac{\tau_p}{\tau_s}=\frac{32}{81}\,(0.9865)^2(0.1)^2(0.6545)^2=1.65\times10^{-3}. \tag{37}$$

At this energy $E/E_g=0.1$ is not very small. With the finite-energy values $\alpha=0.0829$ and $\beta=0.0386$, (36) gives $1.325\times10^{-3}/0.948=1.40\times10^{-3}$, which agrees with the full collision operator to the digits given. The leading law is 18 percent above this value. The difference comes mainly from $\beta$, which (25) puts at 0.0430: the denominators in $B$ grow with energy, and the growth of $k^2$ beyond its parabolic value does not make up for it.

The opposite-spin weight (16) for $\mathbf k$ along $z$ is $1.53\times10^{-2}$, eleven times $\tau_p/\tau_s$. In the wide-gap model the weight for the same direction is $7.7\times10^{-5}$ and the ratio $\tau_p/\tau_s$ is $1.5\times10^{-6}$, a factor of about fifty. Averaging the weight over directions lowers these factors by one third, to about seven and thirty-four.

Between the two models the leading law changes by a factor of about 1040. The energy ratio supplies $(1.5/0.2)^2=56$, the spin-orbit factor $(0.6545/0.1618)^2=16$, and the mass factor 1.13. A small gap helps twice, through $E/E_g$ and through $\eta$, although the factor 16 also reflects the larger $\Delta$ of the narrow-gap model.

### When this mechanism dominates

A large Elliott-Yafet rate does not by itself make the mechanism dominant. InSb has no inversion centre, and its conduction band has a spin splitting that the Kane model above omits. It is described by the Dresselhaus term

$$H_D=\gamma\,\boldsymbol\kappa\cdot\boldsymbol\sigma,\qquad \boldsymbol\kappa=\left(k_x(k_y^2-k_z^2),\;k_y(k_z^2-k_x^2),\;k_z(k_x^2-k_y^2)\right), \tag{38}$$

with $\gamma$ taken here as a given parameter. Between collisions the spin precesses, $d\mathbf s_{\mathbf k}/dt=\boldsymbol\Omega\times\mathbf s_{\mathbf k}$ with $\boldsymbol\Omega=2\gamma\boldsymbol\kappa/\hbar$. The components of $\boldsymbol\kappa$ are angular harmonics of third order. Let $\tau_3$ be the relaxation time of such harmonics. If $\Omega\tau_3\ll1$, a mean spin $\bar{\mathbf s}$ is accompanied by a small directional part $\delta\mathbf s_{\mathbf k}=\tau_3\boldsymbol\Omega\times\bar{\mathbf s}$, at which precession and collisions balance. The mean spin then obeys

$$\frac{d\bar{\mathbf s}}{dt}=\tau_3\langle\boldsymbol\Omega\times(\boldsymbol\Omega\times\bar{\mathbf s})\rangle=\tau_3\langle\boldsymbol\Omega(\boldsymbol\Omega\cdot\bar{\mathbf s})-\Omega^2\bar{\mathbf s}\rangle=-\frac23\langle\Omega^2\rangle\tau_3\,\bar{\mathbf s}, \tag{39}$$

since cubic symmetry gives $\langle\Omega_i\Omega_j\rangle=\langle\Omega^2\rangle\delta_{ij}/3$.

For a unit vector $(x,y,z)$, $\langle x^2\rangle=\tfrac13$, $\langle x^4\rangle=\tfrac15$ and $\langle x^6\rangle=\tfrac17$. Multiplying by $x^2+y^2+z^2=1$ inside the averages yields $\langle x^2y^2\rangle=\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}$, $\langle x^4y^2\rangle=\tfrac12(\tfrac15-\tfrac17)=\tfrac1{35}$ and $\langle x^2y^2z^2\rangle=\tfrac1{15}-\tfrac2{35}=\tfrac1{105}$. Each component of $\boldsymbol\kappa$ has mean square $k^6(\tfrac2{35}-\tfrac2{105})=\tfrac4{105}k^6$, so $\langle\kappa^2\rangle=\tfrac4{35}k^6$. The Dyakonov-Perel rate is

$$\frac{1}{\tau_{DP}}=\frac{32}{105}\,\frac{\gamma^2k^6}{\hbar^2}\,\tau_3. \tag{40}$$

This rate grows with the time between collisions, whereas (34) falls. With $R=\tau_p/\tau_s$ and $g=\tau_3/\tau_p$, the two are equal at

$$\tau^*=\frac{\hbar}{\gamma k^3}\sqrt{\frac{105\,R}{32\,g}}, \tag{41}$$

and the Elliott-Yafet mechanism is the faster of the two for $\tau_p<\tau^*$. The collision picture itself requires $E\tau_p/\hbar>1$, and preferably much more. Both conditions can be met only if $E\tau^*/\hbar>1$.

For the narrow-gap model take $\gamma=500$ eV Å$^3$. With $k=0.00877$ Å$^{-1}$, $\gamma k^3=3.4\times10^{-4}$ eV, and with $g=0.945$ the square root in (41) is 0.0697. This gives $E\tau^*/\hbar=4.1$ and $\tau^*=0.14$ ps. With the band-edge mass, the corresponding mobility $e\tau^*/m$ would be about $1.8\times10^4$ cm$^2$/(V s). The mass that governs transport at 20 meV is $\hbar k/v$, with $v$ the band velocity. It is 18 percent larger and lowers the mobility to about $1.5\times10^4$ cm$^2$/(V s). The lifetimes on the two sides of the crossover are

| $\tau_p$ (ps) | Elliott-Yafet (ps) | Dyakonov-Perel (ps) | both (ps) |
|---|---|---|---|
| 0.1 | 72 | 132 | 46 |
| 0.5 | 358 | 26 | 25 |

The last column is the inverse of the summed rates. The slow mode of the collision operator with precession included gives the same lifetimes to within one percent.

In the wide-gap model, with $\gamma=20$ eV Å$^3$, $E\tau^*/\hbar=0.29$. With isotropic scattering the crossover lies where the collision picture has already failed, so within its range of validity the Elliott-Yafet mechanism does not win there at this energy.

The statement that Elliott-Yafet relaxation dominates in InSb is therefore conditional. In a model with parameters of that size and isotropic scattering, it dominates over precession at 20 meV for strongly scattered electrons, in a window of $\tau_p$ from about $\hbar/E=0.03$ ps to 0.14 ps, and the lower end of this window is at the edge of validity of the theory. In cleaner material precession takes over. The upper end depends on $\gamma$, since $\tau^*\propto1/\gamma$: half the assumed $\gamma$ would double it. It also depends on the angular law of scattering. Small deflections relax a harmonic of order $l$ at a rate proportional to $l(l+1)$, so in the small-angle limit $g$ falls from about 1 to $1/6$, while $\Phi$ rises from $2/3$ to 2. By (41), $\tau^*$ is then longer than for isotropic scattering by a factor $\sqrt{18}\simeq4.2$ at leading order in $E/E_g$. At 20 meV in the narrow-gap model the overlap factors reduce this. For small angles $a\to1$, so $R\to\tfrac83\beta^2/(1+\alpha)^2=3.4\times10^{-3}$, which is 2.4 times the isotropic value, and with $g$ falling from 0.945 to $1/6$ the factor is 3.7. Charged impurities, which favour small angles, therefore move the crossover to longer $\tau_p$, but a screened Coulomb law $W\propto1/(1+\delta-c)^2$ approaches the small-angle limit only logarithmically in $\delta$: the factor is 2.2 for $\delta=0.1$ and 3.1 for $\delta=0.001$. Thomas-Fermi screening by a degenerate gas with Fermi energy 20 meV and dielectric constant 17 gives $\delta\approx0.13$, so $\tau^*$ is roughly doubled, to about 0.3 ps. In the Born approximation the uncompensated donors that supply these electrons give $\tau_p$ of about 1 ps, which is still on the precession side. At leading order $R\propto k^4$, so $\tau^*\propto1/k$, and the crossover moves to longer $\tau_p$ as the energy falls. The ratio $E\tau^*/\hbar\propto k$ falls at the same time; both power laws hold only for $E\ll E_g$ and should not be extrapolated to higher energy. It is the ratio of the upper end of the window to the lower end, and the window closes when it reaches 1. The comparison covers these two mechanisms alone; relaxation by holes or by magnetic impurities is left out. So is the spin-orbit field of the scatterers. Its amplitude can have the same spin structure as the term in $B$, and it would then have to be added to that amplitude before squaring, because the two interfere. The full set of computed values is in the numerical output below.

## Computed results

```
example energy E = 20.0 meV, isotropic scattering
angular factor Phi, isotropic = 0.6667
Phi for W = 1/(2-cos)^2 = 0.9132
Phi for W = 1/(1.001-cos)^2 = 1.6992
largest relative error of leading law at E/Eg=0.001: 0.0033
energy exponent of tau_p/tau_s = 1.998
energy exponent of spin mixing = 0.997
[narrow] Eg, Delta, EP = 0.2, 0.8, 20.0 eV
[narrow] gamma = 500 eV angstrom^3
[narrow] m/m0 = 0.01345
[narrow] spin-orbit factor F = 0.6545
[narrow] k = 0.008772 1/angstrom
[narrow] alpha = 0.08285, beta = 0.038607
[narrow] opposite-spin weight, k along z = 1.534e-02
[narrow] tau_p/tau_s leading law = 1.647e-03
[narrow] tau_p/tau_s finite-E formula = 1.397e-03
[narrow] tau_p/tau_s collision operator = 1.397e-03
[narrow] tau_3/tau_p = 0.9449
[narrow] crossover tau* = 0.1359 ps
[narrow] E tau*/hbar = 4.129
[narrow] mobility at tau* (mass m) = 17764 cm^2/(V s)
tau_p = 0.1 ps: E tau_p/hbar = 3.04, Omega tau = 0.033
  EY spin lifetime = 71.6 ps
  DP spin lifetime = 132.1 ps
  both, formula sum = 46.4 ps
  both, full operator = 46.4 ps
tau_p = 0.5 ps: E tau_p/hbar = 15.19, Omega tau = 0.164
  EY spin lifetime = 357.8 ps
  DP spin lifetime = 26.4 ps
  both, formula sum = 24.6 ps
  both, full operator = 24.5 ps
[wide] Eg, Delta, EP = 1.5, 0.3, 20.0 eV
[wide] gamma = 20 eV angstrom^3
[wide] m/m0 = 0.07357
[wide] spin-orbit factor F = 0.1618
[wide] k = 0.019758 1/angstrom
[wide] alpha = 0.01160, beta = 0.001302
[wide] opposite-spin weight, k along z = 7.713e-05
[wide] tau_p/tau_s leading law = 1.577e-06
[wide] tau_p/tau_s finite-E formula = 1.518e-06
[wide] tau_p/tau_s collision operator = 1.518e-06
[wide] tau_3/tau_p = 0.9923
[wide] crossover tau* = 0.0096 ps
[wide] E tau*/hbar = 0.290
[wide] mobility at tau* (mass m) = 229 cm^2/(V s)
```
